\section*{Effective Permittivity of a Two-Dimensional Polycrystal of Laminated Grains}

\section*{Problem}

A dielectric film has a structure that does not change along $z$, and the electric field lies in the $x$-$y$ plane. The film consists of grains. Each grain is a stack of flat layers, half of them by volume with relative permittivity $k_1=4$ and half with $k_2=1$. The layer direction varies from grain to grain so that the film as a whole is isotropic in the plane. The layers are much thinner than the grains, and the grains are much smaller than the sample. All materials are linear and lossless, and the layers are perfectly bonded.

Find the effective in-plane permittivity $k_*$. Does it depend on the shapes of the grains?

Throughout, $\mathbf D$ stands for the displacement divided by $\varepsilon_0$, and $\langle\cdot\rangle$ is an average over a large periodic cell. The effective tensor $K_*$ is defined by $\langle\mathbf D\rangle=K_*\langle\mathbf E\rangle$.

\section*{A tempting solution}

Begin with one grain. If the field is along the layers, the tangential field is continuous, so $E$ is the same in both materials and $D$ is averaged:
\begin{equation}
k_\parallel=\frac{k_1+k_2}{2}=2.5 .
\end{equation}
If the field is across the layers, the normal displacement is continuous, so $D$ is common and the fields $D/k_1$ and $D/k_2$ are averaged:
\begin{equation}
k_\perp=\frac{D}{\tfrac12(D/k_1+D/k_2)}=\frac{2k_1k_2}{k_1+k_2}=1.6 .
\end{equation}

Now apply a field $E_0\mathbf n$, with $\mathbf n$ a unit vector. A grain whose layers make an angle $\theta$ with $\mathbf n$ has the permittivity $k_\parallel\cos^2\theta+k_\perp\sin^2\theta$ along $\mathbf n$. All directions are equally represented, so $\cos^2\theta$ and $\sin^2\theta$ both average to $1/2$, and
\begin{equation}
k_*\overset{?}{=}\frac{k_\parallel+k_\perp}{2}=2.05 .
\label{eq:wrong}
\end{equation}
Grain shapes never entered, so the answer seems to be independent of them.

\section*{Where it fails}

The values for a single grain are right. The fault is the silent assumption that every grain feels the same field $E_0\mathbf n$. Take two grains that meet on a plane $x=\text{const}$, one with layers along $x$ and the other with layers along $y$. A uniform field $E_0\hat{\mathbf x}$ gives $D_x=2.5E_0$ on one side and $1.6E_0$ on the other. The normal displacement jumps although there is no free charge, so the uniform field is not a solution.

The sign of the error follows from an energy argument. Let $\mathbf E$ be the true field with mean $\mathbf E_0$, let $K(\mathbf x)$ be the local tensor, and let $\mathbf E+\nabla\chi$ be a trial field with periodic $\chi$. Since $K$ is symmetric,
\begin{equation}
\langle(\mathbf E+\nabla\chi)\cdot K(\mathbf E+\nabla\chi)\rangle
=\langle\mathbf E\cdot\mathbf D\rangle+2\langle\nabla\chi\cdot\mathbf D\rangle
+\langle\nabla\chi\cdot K\nabla\chi\rangle .
\end{equation}
Integration by parts turns the middle term into $-2\langle\chi\,\nabla\cdot\mathbf D\rangle=0$. Because $\mathbf E-\mathbf E_0$ is also a periodic gradient, the same step gives $\langle\mathbf E\cdot\mathbf D\rangle=\mathbf E_0\cdot\langle\mathbf D\rangle=\mathbf E_0\cdot K_*\mathbf E_0$. The last term is never negative. Hence
\begin{equation}
\mathbf E_0\cdot K_*\mathbf E_0=\min_{\chi}\,
\langle(\mathbf E_0+\nabla\chi)\cdot K(\mathbf E_0+\nabla\chi)\rangle .
\label{eq:min}
\end{equation}
The choice $\chi=0$ gives $k_*\le\mathbf n\cdot\langle K\rangle\mathbf n$ for every unit vector $\mathbf n$. Every grain tensor has trace $k_\parallel+k_\perp$, so the mean of this bound over two perpendicular directions is 2.05, which is therefore an upper bound for any isotropic film. It is not attained: that would need the uniform field to be the true one for both directions, and at a boundary between differently turned grains the normal displacement jumps for at least one of them.

Assuming a uniform $\mathbf D$ instead gives the opposite error. For a trial displacement $\mathbf D+\boldsymbol\delta$, with $\boldsymbol\delta$ divergence-free and of zero mean, the cross term in $\langle\mathbf D\cdot K^{-1}\mathbf D\rangle$ is $2\langle\boldsymbol\delta\cdot\mathbf E\rangle=0$. The true $\mathbf D$ thus minimizes this energy at fixed mean, and the same average over two perpendicular directions gives
\begin{equation}
\frac1{k_*}\le\frac12\left(\frac1{k_\parallel}+\frac1{k_\perp}\right)=0.5125,
\qquad k_*\ge1.951 .
\end{equation}
These bounds leave a window of about 5\%. They do not settle whether grain shape matters inside it.

\section*{The right solution}

\subsection*{What the grains have in common}

The product of the principal permittivities of a grain is
\begin{equation}
k_\parallel k_\perp=\frac{k_1+k_2}{2}\,\frac{2k_1k_2}{k_1+k_2}=k_1k_2=4 .
\end{equation}
Turning a grain changes the entries of its tensor but not its determinant. So $\det K(\mathbf x)=4$ everywhere, although $K$ itself jumps at grain boundaries.

\subsection*{Exchanging the two fields}

The fields in the cell obey
\begin{equation}
\partial_xE_y-\partial_yE_x=0,\qquad
\partial_xD_x+\partial_yD_y=0,\qquad \mathbf D=K\mathbf E .
\end{equation}
Let $J$ be the quarter turn and define new fields by
\begin{equation}
J=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\qquad
\mathbf E'=J\mathbf D=\begin{pmatrix}-D_y\\D_x\end{pmatrix},\qquad
\mathbf D'=J\mathbf E=\begin{pmatrix}-E_y\\E_x\end{pmatrix}.
\end{equation}
Their curl and divergence are
\begin{align}
\partial_xE'_y-\partial_yE'_x&=\partial_xD_x+\partial_yD_y=0,\\
\partial_xD'_x+\partial_yD'_y&=-(\partial_xE_y-\partial_yE_x)=0 .
\end{align}
The new pair therefore satisfies the equations of electrostatics. At a boundary the turn makes the continuous normal part of $\mathbf D$ into the tangential part of $\mathbf E'$, and the continuous tangential part of $\mathbf E$ into the normal part of $\mathbf D'$, as required.

To find the permittivity that links the new fields, use $J^{-1}=J^{T}$, so that $\mathbf D=J^T\mathbf E'$ and
\begin{equation}
\mathbf D'=J\mathbf E=JK^{-1}\mathbf D=JK^{-1}J^T\mathbf E' .
\end{equation}
With $K=\begin{pmatrix}a&b\\b&d\end{pmatrix}$ and $\Delta=ad-b^2$, the product is
\begin{equation}
JK^{-1}J^T
=\frac1\Delta\begin{pmatrix}0&-1\\1&0\end{pmatrix}
\begin{pmatrix}d&-b\\-b&a\end{pmatrix}J^T
=\frac1\Delta\begin{pmatrix}b&-a\\d&-b\end{pmatrix}
\begin{pmatrix}0&1\\-1&0\end{pmatrix}
=\frac1\Delta\begin{pmatrix}a&b\\b&d\end{pmatrix}=\frac{K}{\det K}.
\label{eq:identity}
\end{equation}
Since $\det K=4$ in every grain, $4\mathbf D'=K\mathbf E'$. The pair $(\mathbf E',4\mathbf D')$ solves the equations of the \emph{same} polycrystal, with the same grains in the same places.

\subsection*{Comparing the averages}

By the definition of $K_*$, this pair obeys $\langle4\mathbf D'\rangle=K_*\langle\mathbf E'\rangle$, or
\begin{equation}
\langle\mathbf D'\rangle=\tfrac14K_*\langle\mathbf E'\rangle .
\end{equation}
The same average can be taken from the definitions of the new fields:
\begin{equation}
\langle\mathbf D'\rangle=J\langle\mathbf E\rangle
=JK_*^{-1}\langle\mathbf D\rangle
=JK_*^{-1}J^T\langle\mathbf E'\rangle
=\frac{K_*}{\det K_*}\langle\mathbf E'\rangle .
\end{equation}
The last step is identity \eqref{eq:identity} applied to $K_*$. This tensor is positive by \eqref{eq:min}. It is also symmetric: for two solutions $\mathbf E_a$ and $\mathbf E_b$, the integration by parts used above gives $\langle\mathbf E_a\rangle\cdot K_*\langle\mathbf E_b\rangle=\langle\mathbf E_a\cdot K\mathbf E_b\rangle$, and the right side is unchanged when $a$ and $b$ are exchanged. The vector $\langle\mathbf E'\rangle=JK_*\langle\mathbf E\rangle$ can be given any value through the choice of $\langle\mathbf E\rangle$, so the two matrices are equal and
\begin{equation}
\det K_*=4 .
\label{eq:det}
\end{equation}
Isotropy means $K_*=k_*I$, hence $k_*^2=4$. The permittivity is positive, so
\begin{equation}
k_*=\sqrt{k_\parallel k_\perp}=\sqrt{k_1k_2}=2 .
\end{equation}
No property of the grain shapes was used. The value is exact in the limit of layers infinitely thin compared with the grains.

\subsection*{Checks on the result}

If all grains are aligned, $K_*$ has principal values 2.5 and 1.6. The film is then not isotropic, but \eqref{eq:det} still holds. A finite-element solution of the cell problem for a partly aligned polycrystal gives 1.736 and 2.304, with determinant 4.000.

For isotropic cases, the cell was given fourfold symmetry. A symmetric tensor unchanged by a quarter turn has equal diagonal entries and no off-diagonal entry, so such a cell is isotropic. Square, irregular and elongated grains gave 2.00000, 2.00003 and 2.00002. By \eqref{eq:min} the finite-element value lies above the true one. For the irregular grains the excess over 2 fell from 0.00034 to 0.00010 to 0.00003 as the element size was halved twice.

The orientation average \eqref{eq:wrong} is only 2.5\% too high because the grains are weakly anisotropic. For $k_1\gg k_2$ it tends to $k_1/4$, while the true value is $\sqrt{k_1k_2}$. Their ratio, $\tfrac14\sqrt{k_1/k_2}$, grows without limit.

\section*{The right number for a wrong reason}

The result $\sqrt{k_1k_2}$ may suggest a shorter argument: the film is isotropic and has equal parts of two materials, so neither is favoured and the geometric mean must follow. This is false. A square array of compact $k=4$ inclusions that fill half the area is also isotropic with equal parts, and its computed upper bound is 1.869, below 2.

The exchange of fields shows what is missing. For a mixture of isotropic materials with local permittivity $k(\mathbf x)$, identity \eqref{eq:identity} gives $\mathbf D'=\mathbf E'/k$, and the averages give $\langle\mathbf D'\rangle=\langle\mathbf E'\rangle/k_*$. Multiply both by $k_1k_2=4$. The local permittivity $4/k$ is 1 where $k$ was 4, and 4 where it was 1. Thus
\begin{equation}
k_*\,k_*^{\rm swapped}=k_1k_2 .
\label{eq:swap}
\end{equation}
The geometric mean follows if swapping the materials leaves $k_*$ unchanged. The compact inclusions above do not have that property. In the polycrystal, each grain tensor depends on $k_1$ and $k_2$ symmetrically when the parts are equal, so the swap changes nothing in the thin-layer limit.

With unequal parts this symmetry is lost, but the determinant is still the same in all grains. The proof then runs with $\det K=k_\parallel k_\perp$ in place of 4. For a fraction $f$ of material 1,
\begin{equation}
k_*=\sqrt{k_\parallel k_\perp}
=\sqrt{k_1k_2\,\frac{fk_1+(1-f)k_2}{fk_2+(1-f)k_1}} .
\end{equation}
For $f=0.3$ this is 1.566, and the cell solution for irregular grains agrees to the digits given. If $f$ varies from grain to grain, the determinant is no longer constant and the proof does not apply. It also does not cover grains turned at random in three dimensions, since the quarter turn exchanges the two kinds of field only in a plane.

\section*{How the layers share the field}

Breakdown depends on the local field. Its mean square also follows from $k_*$, provided the film stays isotropic when $k_\parallel$ or $k_\perp$ is changed. This is so when the isotropy comes from symmetry, as in a fourfold cell or a random film with all directions statistically equivalent. Put $|\mathbf E_0|=1$ in \eqref{eq:min} and change $k_\parallel$ slightly. The field adjusts, but at a minimum this has no first-order effect on the energy. What remains is the explicit dependence on $k_\parallel$, and likewise for $k_\perp$:
\begin{align}
\langle E_\parallel^2\rangle&=\frac{\partial k_*}{\partial k_\parallel}
=\frac12\sqrt{\frac{k_\perp}{k_\parallel}}=0.400,\\
\langle E_\perp^2\rangle&=\frac{\partial k_*}{\partial k_\perp}
=\frac12\sqrt{\frac{k_\parallel}{k_\perp}}=0.625 .
\end{align}
These are components along and across the layers, already averaged over the layers. Inside a layer of permittivity $k_i$ the tangential component is unchanged, and the normal one is $k_\perp E_\perp/k_i$. The mean squares are therefore
\begin{align}
k=1:&\quad 0.400+(1.6)^2\times0.625=2.0,\\
k=4:&\quad 0.400+(0.4)^2\times0.625=0.5 .
\end{align}
The rms field is 1.41 times the mean field in the low-permittivity layers and 0.71 times in the others.

If the film is isotropic only at these particular values of $k_\parallel$ and $k_\perp$, just the determinant is fixed under the change, and the mean squares above are averages over two perpendicular directions of the applied field. An example is a stack of equal bands along $x$ whose layers lie at $\pm\theta$ to $x$ with $\cos^2\theta=4/9$. It has $K_*=2I$, yet $\langle E_\parallel^2\rangle$ is 0.444 for a field along $x$ and 0.356 along $y$, and the rms field in the $k=1$ layers is 1.37 and 1.46 times the mean.

\section*{An air-slit film between copper lines}

Let the layers be silica (roughly $k=4$) and air, in columns standing upright between two wide upper-level copper lines. Line height $h$, line width and gap $s$ are all 1000 nm, the grains are 100 nm across, and the layer period is 10 nm. The sidewall capacitance per length, without fringing, is
\begin{equation}
\frac{C}{L}=\varepsilon_0k_*\frac hs=8.854\times2\times1
=17.7\ \mathrm{aF/\mu m},
\end{equation}
against 35.4 aF/$\mu$m for solid oxide in the same geometry.

The line dimensions are of a realistic order for upper wiring levels. The ordered slit film is an idealization: for a film with irregular pores the equal-determinant argument has no basis. Even for the ideal film, several neglected effects matter to very different degrees.

\begin{itemize}
\item \textbf{Fringing.} With the film everywhere around an array of lines at alternating potentials, the total capacitance per gap is about 2.2 times the sidewall value, or 38 to 39 aF/$\mu$m. This is a large correction. The fringing field also has a component along the columns. There a uniform field is a true solution, so the permittivity is the plain average, 2.5. Solid oxide has a large fringing part too. Since capacitance rises with permittivity, the film's total lies between $2/4$ and $2.5/4$ of the oxide total, so it is not quite halved.

\item \textbf{Water.} A film 0.3 nm thick on both walls of each 5 nm slit, with the rough bulk value $k=80$, changes the grain values to 7.24 and 1.77. The determinant is again common to all grains, so $k_*=\sqrt{7.24\times1.77}=3.6$. This is the thin-layer value; at so high a contrast, 10 periods per grain can shift it by about 0.1. A bulk permittivity is also doubtful for so thin a film, so the number is not a prediction. Nor is it the worst case: a Kelvin estimate for fully wetting walls has open slits of this width filling with water near 80\% relative humidity, and filled slits would give $k_*=\sqrt{4\times80}\approx18$.

\item \textbf{Composition.} An oxide fraction of 55\% instead of 50\% raises $k_*$ to 2.12, or by 6\%.

\item \textbf{Number of grains.} Forty random periodic cells of 100 grains, each the size of one gap squared, had a standard deviation of 0.034 in permittivity, or 1.7\% of $k_*$, with a sampling uncertainty of about 0.004. This refers to one gap length of line; a longer line averages over more grains and scatters less.

\item \textbf{Tilt.} Columns leaning by $10^\circ$ towards a line give $2\cos^2 10^\circ+2.5\sin^2 10^\circ=2.015$.

\item \textbf{Layer thickness.} Square grains with individually resolved layers, arranged so that oxide faces the grain boundaries, gave 2.049, 2.015 and 2.006 for 2, 5 and 10 periods per grain. The example has 10, for which this arrangement shifts $k_*$ by 0.3\%. With air facing the boundaries instead, \eqref{eq:swap} gives $4/2.006=1.994$, a shift of the same size downwards.
\end{itemize}

At 1 V the mean field is 0.010 MV/cm. The rms fields are 0.014 MV/cm in air and 0.007 MV/cm in oxide, the latter more than a thousand times below a rough oxide strength of 10 MV/cm. An rms value does not limit the peak field at sharp corners, but it shows that the bulk of the oxide is far from breakdown in this example. The comparison covers the oxide only; breakdown in the air slits is a separate question. The computed values are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
laminate from solved layers: along 2.5000, across 1.6000
determinant of grain tensor: 4.0000
predicted isotropic permittivity: 2.0000
plain average over orientations: 2.0500
inverse average over orientations: 1.9512
square grains, computed permittivity: 2.00000
irregular grains, computed permittivity: 2.00003
elongated grains, computed permittivity: 2.00002
irregular grains, 4 elements per pixel, excess over 2: 0.000344
irregular grains, 8 elements per pixel, excess over 2: 0.000104
irregular grains, 16 elements per pixel, excess over 2: 0.000031
anisotropic polycrystal, principal values: 1.7361, 2.3041
anisotropic polycrystal, determinant: 4.0000
30% oxide: computed 1.5658, formula 1.5658
2D Hashin-Shtrikman bounds, equal parts: 1.8571, 2.1538
compact k=4 inclusion, half the area: 1.8690
mean square field along / across layers: 0.4001, 0.6249
rms field over mean field: air 1.4142, oxide 0.7071
line height, width, gap: 1000, 1000, 1000 nm
grain size, layer period: 100, 10 nm
sidewall capacitance, polycrystal: 17.71 aF/um
sidewall capacitance, solid oxide: 35.42 aF/um
2 layer periods per grain: bounds 2.0485, 2.0502, middle 2.0493
5 layer periods per grain: bounds 2.0149, 2.0157, middle 2.0153
10 layer periods per grain: bounds 2.0061, 2.0065, middle 2.0063
scatter of permittivity, 100 grains, 40 samples: 0.034
permittivity with columns tilted by 10 degrees: 2.0151
total over sidewall capacitance with fringing: 2.18
water film: 0.3 nm per wall, rough permittivity 80
wet laminate along, across: 7.240, 1.768
permittivity with water film: 3.58
permittivity with 55% oxide: 2.124
voltage: 1.0 V, mean field: 0.0100 MV/cm
rms field in air, oxide: 0.0141, 0.0071 MV/cm
rough oxide strength 10 MV/cm over rms oxide field: 1414
\end{verbatim}
